# How a small imaginary energy perturbs a uniform chain's surface Green function

A Green-function calculation of transport through a metal-semiconductor contact needs the surface Green function of each lead, which can be computed at the complex energy $E+i\eta$. Someone must choose $\eta$. In the example below, a relative accuracy of $10^{-3}$ allows $\eta\approx 0.48$ meV at 75 meV above the conduction-band edge, but only $0.80\ \mu$eV at the edge itself. The factor of 600 arises because the error is proportional to $\eta$ inside the band and to $\sqrt\eta$ at its edge. These numbers belong to a grid spacing of 0.5 nm; halving the spacing gives 0.98 meV, $3.2\ \mu$eV and a factor of about 300.

## The estimate on the back of an envelope

Take a chain of sites with spacing $a$, site energy $e_0$ and nearest-neighbour hopping $-t$, where $t>0$. Its band is $E=e_0-2t\cos ka$. The height above the lower edge and the group velocity $v$ are

$$\Delta=2t(1-\cos ka),\qquad \hbar v=\frac{dE}{dk}=2ta\sin ka .$$

Adding $i\eta$ to the energy makes amplitudes decay in time as $e^{-\eta\tau/\hbar}$. An electron at the surface site leaves it in a time of about $a/v$, so the fraction of amplitude lost, and hence the relative error of the surface Green function, should be about

$$\frac{\eta}{\hbar}\,\frac{a}{v}=\frac{\eta}{2t\sin ka}.$$

Near the edge $\Delta\approx t(ka)^2$, so $\hbar v/a\approx 2\sqrt{t\Delta}$ and the estimate diverges as $\Delta\to0$. But an energy blurred by $\eta$ cannot resolve heights below $\eta$. Putting $\Delta=\eta$ as a cutoff gives $\eta/(2\sqrt{t\eta})=\tfrac12\sqrt{\eta/t}$: a square root, with a prefactor not to be trusted.

## The controlled derivation

**The equation for $g$.** Number the sites $1,2,\dots$ from the surface. With $z=E+i\eta$ and $\eta>0$, let $G=(z-H)^{-1}$ and $g=G_{11}$. The first row of $(z-H)G=1$ reads

$$(z-e_0)G_{11}+tG_{21}=1 .$$

The other rows say that the chain starting at site 2 is driven by the source $-tG_{11}$ on its first site. That chain is identical to the original, so its response there is $G_{21}=-t\,g\,G_{11}$. Inserting this gives $(z-e_0-t^2g)\,g=1$. Define the dimensionless quantities

$$w=tg,\qquad x=\frac{E-e_0}{2t}.$$

Dividing by $g$ gives $t/w=z-e_0-tw$, and dividing by $t$ gives

$$w+\frac1w=2x+\frac{i\eta}{t}. \tag{1}$$

The two roots of (1) have product 1. The relation $G_{21}=-wG_{11}$ repeats from site to site, so $G_{n1}\propto(-w)^n$. For $\eta>0$ this column must be normalizable, hence $|w|<1$. The imaginary part of (1) is $\mathrm{Im}\,w\,(1-1/|w|^2)=\eta/t$. The bracket is negative, so $\mathrm{Im}\,w<0$.

In the band write $x=\cos\theta$ with $0\le\theta\le\pi$. At $\eta=0$ the roots are $e^{\pm i\theta}$, and the limit from $\eta>0$ selects

$$w_0=e^{-i\theta}.$$

Comparison with the band formula gives $\theta=\pi-ka$, so $\sin\theta=\sin ka$. Since $|w_0|=1$, the relative error $|g-g_0|/|g_0|$ equals $|w-w_0|$.

**An identity for the error.** Subtract (1) at $\eta=0$ from (1) at $\eta$, and use $1/w-1/w_0=-(w-w_0)/(ww_0)$:

$$(w-w_0)\left(1-\frac{1}{ww_0}\right)=\frac{i\eta}{t}.$$

Multiply by $w$ and use $1/w_0=w_0^*$:

$$(w-w_0)(w-w_0^*)=\frac{i\eta}{t}\,w. \tag{2}$$

No approximation has been made. The product of the distances from $w$ to the two unperturbed roots is $(\eta/t)|w|$. If the roots are well apart, one distance is nearly fixed and the other is linear in $\eta$. If they coincide, the product is a square.

**Inside the band.** At fixed $E$ and $\eta\to0$, the second factor of (2) tends to $w_0-w_0^*=-2i\sin\theta$. Therefore

$$\frac{g-g_0}{g_0}=-\frac{\eta}{2t\sin\theta}+O(\eta^2)=-\frac{\eta a}{\hbar v}+O(\eta^2). \tag{3}$$

The leading relative error is real and negative: $g$ shrinks without turning in the complex plane, and the surface density of states shrinks by the same fraction. The step requires $|w-w_0|\ll2\sin\theta$, that is $\eta\ll4t\sin^2\theta$. Near an edge $\sin^2\theta\approx\Delta/t$, with $\Delta$ the distance to that edge, so the condition becomes $\eta\ll4\Delta$. The statement about the density of states needs more, because $\mathrm{Im}\,w$ is itself small near an edge. Expanding the near-edge form $w+1\approx-i\sqrt{(\Delta+i\eta)/t}$ derived below adds a relative change $+\eta^2/8\Delta^2$, which is negligible against the linear term only for $\eta\ll4\Delta\sqrt{\Delta/t}$ and reverses the sign beyond that.

**At the edge.** At the lower edge $x=-1$ and $w_0=w_0^*=-1$. Equation (2) becomes

$$(w+1)^2=\frac{i\eta}{t}w,\qquad |w+1|=\sqrt{\frac{\eta|w|}{t}}. \tag{4}$$

To leading order $w$ on the right is $-1$, so $(w+1)^2\approx-i\eta/t$. The square roots of $-i$ are $\pm(1-i)/\sqrt2$, and $\mathrm{Im}\,w<0$ selects the plus sign:

$$w\approx-1+(1-i)\sqrt{\frac{\eta}{2t}},\qquad \frac{|g-g_0|}{|g_0|}\approx\sqrt{\frac{\eta}{t}}. \tag{5}$$

At the upper edge $w_0=1$, and the same steps give $w\approx1-(1+i)\sqrt{\eta/2t}$, with an error of the same size. The envelope argument had the right power and half the right prefactor.

The surface density of states per spin is $-\mathrm{Im}\,g/\pi$. Its true value $\sin\theta/(\pi t)$ vanishes at the edge, whereas (5) gives a false value $\sqrt{\eta/2t}/(\pi t)$.

**Bounds for any $\eta>0$.** Since $w$ lies in the lower half-plane and $w_0^*$ has imaginary part $\sin\theta$, we have $|w-w_0^*|>\sin\theta$. With $|w|<1$, equation (2) gives

$$|w-w_0|<\frac{\eta}{t\sin\theta}$$

inside the band. Also, $w$ is no farther from $w_0$ than from its mirror image $w_0^*$, so $|w-w_0|^2\le\eta|w|/t$ and

$$|w-w_0|<\sqrt{\eta/t}$$

throughout the band, edges included. The edge value approaches this second bound as $\eta\to0$.

**Between the two laws.** Let $E$ lie a height $\Delta$ above the lower edge, so $2x+2=\Delta/t$. Adding 2 to both sides of (1) gives

$$\frac{(w+1)^2}{w}=\frac{\Delta+i\eta}{t}.$$

For $\Delta,\eta\ll t$ set $w\approx-1$ in the denominator. Then $w+1\approx-i\sqrt{(\Delta+i\eta)/t}$, where the root with positive real part makes $\mathrm{Im}\,w<0$. Subtracting the same expression at $\eta=0$, with $s=\Delta/\eta$,

$$|w-w_0|\approx\sqrt{\frac{\eta}{t}}\,\left|\sqrt{s+i}-\sqrt{s}\right|. \tag{6}$$

At $s=0$ the last factor is 1, which is the edge law. For $s\gg1$, $\sqrt{s+i}-\sqrt s=i/(\sqrt{s+i}+\sqrt s)\approx i/(2\sqrt s)$, and (6) becomes $\eta/(2\sqrt{t\Delta})$, the linear law near the edge. The crossover lies at $\Delta\sim\eta$.

**In the gap.** Below the band $x<-1$ and the unperturbed roots are real: $w_0=x+\sqrt{x^2-1}$ and $1/w_0=x-\sqrt{x^2-1}$. Equation (2) holds with $w_0^*$ replaced by $1/w_0$, and the roots are $2\sqrt{x^2-1}$ apart, so

$$\frac{g-g_0}{g_0}\approx\frac{i\eta}{2t\sqrt{x^2-1}}.$$

The error is again linear, but imaginary relative to $g_0$: it creates density of states where there should be none.

## Numbers for a silicon lead

Consider the semiconductor side of a nickel-silicide contact to n-type silicon with $10^{20}$ donors per cm$^3$. Replacing the second derivative in the effective-mass equation by a finite difference gives a uniform chain with $t=\hbar^2/(2ma^2)$ and $e_0=E_c+2t$, where $E_c$ is the conduction-band edge. A grid of $a=0.50$ nm and the rough transverse mass $m=0.19\,m_0$ give $t=0.8021$ eV.

At 75 meV above the edge, $\cos ka=1-0.075/1.604=0.953$, so $ka=0.307$ and $\sin ka=0.302$. Then $\hbar v/a=2t\sin ka=0.485$ eV, and for $\eta=0.1$ meV equation (3) gives a relative error of $10^{-4}/0.485=2.06\times10^{-4}$. At the edge, $\sqrt{10^{-4}/0.8021}=1.12\times10^{-2}$, which is 54 times larger.

| $\eta$ (meV) | error at 75 meV | error at edge | $\sqrt{\eta/t}$ |
|---|---|---|---|
| 1 | $2.061\times10^{-3}$ | $3.487\times10^{-2}$ | $3.531\times10^{-2}$ |
| 0.1 | $2.063\times10^{-4}$ | $1.112\times10^{-2}$ | $1.117\times10^{-2}$ |
| 0.01 | $2.063\times10^{-5}$ | $3.526\times10^{-3}$ | $3.531\times10^{-3}$ |

The small deficit at the edge is the factor $\sqrt{|w|}$ in (4). From (5), $|w|\approx1-\sqrt{\eta/2t}$, which for 1 meV is $1-0.025$; its square root lowers the error by 1.2%, as the first row shows.

The powers were also tested without the closed formula, by solving the linear equations of long finite chains for $\eta/t$ between $2.5\times10^{-4}$ and $10^{-3}$. The fitted powers are 0.9995 at 75 meV and 0.4960 at the edge. The factor $\sqrt{|w|}$ accounts for the latter: it lowers the local power by $\tfrac14\sqrt{\eta/2t}$, or 0.004 in the middle of this range.

With $\eta$ held at 0.1 meV, the linear law can be followed down to the edge. At a height of 10 meV it gives $5.59\times10^{-4}$, in agreement with the computed error. At 0.1 meV, where $\Delta=\eta$, it gives $5.58\times10^{-3}$ against $5.19\times10^{-3}$. At 0.01 meV it gives $1.77\times10^{-2}$, twice the computed $8.86\times10^{-3}$.

**Choosing $\eta$.** For a small relative tolerance $p$ on $g$, (3) and (5) give

$$\eta_{\rm inside}=2tp\sin ka,\qquad \eta_{\rm edge}=p^2t .$$

With $p=10^{-3}$ these are the 0.48 meV and $0.80\ \mu$eV of the opening. Both depend on the grid: since $t\propto1/a^2$ and $\sin ka\approx ka$, $\eta_{\rm inside}\propto1/a$ and $\eta_{\rm edge}\propto1/a^2$. On a fine grid $w$ is dominated by the grid part $-1$, so a fixed tolerance on $g$ becomes looser. The relative error of $w+1$, about $\eta/2\Delta$ for $\eta\ll\Delta\ll t$, does not depend on $a$. For the raised site treated below, with $ua$ held fixed, $\eta_{\rm inside}$ shifts $T$ at 75 meV by 0.43% of its value for $a=0.5$ nm, 0.75% for $a=0.25$ nm and 3.1% for $a=0.05$ nm. A smaller $\eta$ has a price if the lead is represented by a finite chain of $n$ sites, because the echo from the far end must die out. Its round-trip amplitude scales as $|w|^{2n}$. Inside the band $|w|\approx1-p$, so the echo falls by a factor $e$ for $n=1/(2p)=500$. At the edge $|w|\approx1-\sqrt{\eta/2t}=1-p/\sqrt2$, so the same factor takes $n=1/(\sqrt2\,p)\approx700$. These decay lengths are similar, but the echo starts from different sizes. For a chain of $n$ sites $w_n-w=-w^{2n+1}(1-w^2)/(1-w^{2n+2})$, and $|1-w^2|$ is about $2\sin ka=0.6$ at 75 meV but only about $2p$ at the edge. Bringing the truncation error below $p$ takes about $\ln(0.6/p)/(2p)\approx3200$ sites at 75 meV and about 640 at the edge. If $\eta$ is chosen separately at each energy, the edge needs a much smaller $\eta$ but not a longer chain. If the edge value $0.80\ \mu$eV is used at 75 meV as well, the damping per site there is 600 times weaker and the chain must have about $1.9\times10^6$ sites.

**Averages over energy.** The large edge error occupies a narrow strip. Integrate the linear law from the edge to a height $W$, where $ka=k_Wa$, using $dE=2t\sin ka\,d(ka)$:

$$\frac1W\int_0^W\frac{\eta}{2t\sin ka}\,d\Delta=\frac{\eta\,k_Wa}{W}. \tag{7}$$

The singularity is integrable and the mean error is linear in $\eta$ to leading order. For $W=75$ meV and $\eta=0.1$ meV, (7) gives $4.09\times10^{-4}$; integration of the actual error gives $4.03\times10^{-4}$. The same average applies to a wide contact at one total energy if the transverse motion separates and its modes are spread evenly in energy, since each mode then sees its own edge at a different height.

## What reaches the transmission

An error in $g$ does not pass unchanged into the transmission $T$. Join two such leads through one site of energy $e_0+u$, with $\eta$ in the leads only. Each lead contributes the self-energy $t^2g=tw$ and the broadening $\Gamma=-2t\,\mathrm{Im}\,w$. The site's Green function is $1/(E-e_0-u-2tw)$. With $u'=u/2t$,

$$T=\Gamma^2|G|^2=\frac{(\mathrm{Im}\,w)^2}{|x-u'-w|^2}. \tag{8}$$

**Matched site, $u=0$.** Let $\varepsilon=\eta/(2t\sin\theta)$, so $w\approx(1-\varepsilon)e^{-i\theta}$. The real part of $x-w$ is $\varepsilon\cos\theta$, and its imaginary part is $-\mathrm{Im}\,w\approx(1-\varepsilon)\sin\theta$. Hence, to leading order,

$$1-T\approx\varepsilon^2\cot^2\theta .$$

The linear error cancels. At 75 meV with $\eta=0.1$ meV, $1-T=4.2\times10^{-7}$. At the edge, (5) gives $(\mathrm{Im}\,w)^2\approx\eta/2t$ and $|-1-w|^2\approx\eta/t$, so $T\to\tfrac12$ however small $\eta$ becomes; the computed value is 0.496. Without $\eta$, $T$ is 1 just above the edge and 0 below it. At this single energy, reducing $\eta$ does not remove the ambiguity.

**Raised site, $u\neq0$.** Write $s_\theta=\sin\theta$, $c_\theta=\cos\theta$. To first order the numerator of (8) is $s_\theta^2(1-2\varepsilon)$ and the denominator is $u'^2-2u'\varepsilon c_\theta+s_\theta^2(1-2\varepsilon)$. With $D_0=s_\theta^2+u'^2$, expanding the quotient gives

$$\delta T=\frac{-2\varepsilon s_\theta^2D_0+s_\theta^2(2\varepsilon u'c_\theta+2\varepsilon s_\theta^2)}{D_0^2}=\frac{2\varepsilon s_\theta^2u'(c_\theta-u')}{D_0^2}.$$

The error is now linear, except at $u'=c_\theta$, where this coefficient vanishes. For $u=0.65$ eV, $T=0.357$ at 75 meV and $\delta T=-3.2\times10^{-4}$. At the edge the true $T$ is zero. For $\sqrt{\eta/2t}\ll|u'|$ the denominator of (8) is nearly $u'^2$, so the false value is $(\eta/2t)/u'^2=2t\eta/u^2$. It is linear because each lead supplies one factor $\sqrt\eta$. This gives $3.8\times10^{-4}$, against a computed $3.6\times10^{-4}$.

## How this compares with a real contact

The lead above is free of scattering, whereas a heavily doped one is not. A rough mobility $\mu=100$ cm$^2$/Vs corresponds to a scattering time $\tau_s=\mu m_c/e$ of about 15 fs, where $m_c\approx0.26\,m_0$ is the conductivity mass, the harmonic mean of the valley masses over the three axes. Probability decays as $e^{-2\eta\tau/\hbar}$, so scattering acts on $g$ roughly like $\eta=\hbar/(2\tau_s)\approx22$ meV. Inserted in the model, this changes $g$ by 4.5% at 75 meV and by 16% at the edge, relative to the clean lead (2.2% and 8.1% on a grid of half the spacing). A numerical $\eta$ of 0.1 meV is far below it, so demanding $10^{-3}$ at the edge serves numerical consistency, not realism. The mobility fixes a momentum-relaxation time, which need not equal the lifetime in $g$, so 22 meV is an order of magnitude; empirical mobility fits give nearer 60 to 75 cm$^2$/Vs at this doping, which would raise it to about 31 to 37 meV.

A zero-temperature estimate puts the Fermi level 74 meV above the band edge. With that value the edge at 300 K carries roughly 0.2 of the thermal weight found at the Fermi level; at 300 K the same parabolic model lowers the Fermi level to about 65 meV, which raises the fraction to about 0.3. For valleys with the heavy mass, roughly $0.92\,m_0$, the same grid gives $t=0.166$ eV and an edge error of 2.4% at $\eta=0.1$ meV. Nonparabolicity, with a rough coefficient of 0.5 per eV, raises $k^2$ at 75 meV by about 4% and lowers the velocity, which enters (3), by about 5%; the grid lowers the velocity there by 1.2% relative to the parabolic band.

The single raised site does not represent the contact barrier. For a rough nickel-silicide barrier of 0.65 eV, the depletion approximation gives a layer 3.1 nm wide, through which a semiclassical (WKB) estimate at 75 meV gives $T\approx0.012$. Image-force lowering, estimated at 0.24 eV, would roughly double this. The figure is an order of magnitude only: solving the same barrier on a fine chain ($a\le0.1$ nm) gives about 0.02 to 0.03 depending on the metal side (on the 0.5 nm grid, with six sites across the layer, 0.01 to 0.08 depending also on where the sites fall), the parabolic mass is unreliable 0.65 eV deep in a 1.1 eV gap, and the layer is barely wider than the 2.2 nm spacing of the donors. The barrier belongs to the device region: it changes how an error in $g$ enters the current, but leaves the lead's own error laws (3) and (5) as they stand. Further values are in the numerical output.

## Numbers as computed

```
spacing a = 0.50 nm; mass = 0.19 m0
hopping t = 0.8021 eV; band width 4t = 3.208 eV
sample height above edge = 75.0 meV
sample ka = 0.3070 rad; sin(theta) = 0.3022
sample group velocity = 3.683e+05 m/s
sample g0 = -1.1884 -0.3767i 1/eV
edge g0 = -1.2467 1/eV
finite-chain power inside = 0.9995
finite-chain power at edge = 0.4960
relative errors: eta | inside, linear law | edge, root law
1.000 meV | 2.061e-03, 2.063e-03 | 3.487e-02, 3.531e-02
0.100 meV | 2.063e-04, 2.063e-04 | 1.112e-02, 1.117e-02
0.010 meV | 2.063e-05, 2.063e-05 | 3.526e-03, 3.531e-03
0.001 meV | 2.063e-06, 2.063e-06 | 1.116e-03, 1.117e-03
crossover at eta = 0.10 meV: height | error, linear
0.01 meV | 8.863e-03, 1.765e-02
0.10 meV | 5.186e-03, 5.583e-03
1.00 meV | 1.763e-03, 1.766e-03
10.00 meV | 5.590e-04, 5.592e-04
gap error 75 meV below edge = 2.015e-04
mean error, edge to sample = 4.030e-04
mean error, leading law = 4.093e-04
false edge surface DOS = 3.109e-03 1/eV
true sample surface DOS = 1.199e-01 1/eV
matched 1-T at sample = 4.236e-07
matched T at edge = 0.4961
raised-site shift u = 0.65 eV
raised-site T at sample, eta=0: 0.3574
raised-site change of T at sample = -3.175e-04
raised-site false T at edge = 3.595e-04
raised-site edge law = 3.797e-04
tolerance p = 1.0e-03: eta inside = 0.4848 meV
tolerance p = 1.0e-03: eta at edge = 0.8021 ueV
donor density = 1.0e+20 cm^-3
zero-temperature Fermi height = 74.0 meV
kT at 300 K = 25.85 meV
edge thermal weight / Fermi-level weight = 0.204
assumed mobility = 100 cm2/Vs
scattering time = 14.7 fs
scattering broadening hbar/(2 tau) = 22.4 meV
g change by this broadening, sample: 0.045
g change by this broadening, edge: 0.158
heavy mass 0.92 m0: t = 0.1657 eV
heavy-mass edge error = 2.436e-02
heavy-mass sample error = 4.762e-04
nonparabolicity 0.5/eV times height = 0.0375
grid velocity / continuum velocity = 0.9882
band bending = 0.724 eV; width = 3.06 nm
peak depletion field = 4.73 MV/cm
image-force lowering = 0.241 eV
WKB barrier transmission, no lowering = 1.202e-02
```
